# The coherent-potential equation for a binary cation alloy and its dilute limits, part 1

(Sections cited here and not found follow in the second part.)

## First half: from zero average scattering to the dilute limits

**Q.** You want to replace a random crystal by a uniform one. Before I object, tell me what is random and what is not.

**A.** Each cation site $i$ carries one s-like orbital $|i\rangle$. The Hamiltonian is

$$H=H_0+\sum_i\varepsilon_i|i\rangle\langle i| ,\qquad H_0=-t\sum_{\langle ij\rangle}\big(|i\rangle\langle j|+|j\rangle\langle i|\big),$$

where each nearest-neighbour pair is counted once and $t>0$. The level $\varepsilon_i$ is $\varepsilon_A$ with probability $1-x$ and $\varepsilon_B=\varepsilon_A+D$ with probability $x$, independently from site to site. The hopping $t$ is the same for every pair, and the sites form a simple cubic lattice of spacing $a$. The randomness therefore sits in the site levels alone. A glass also has random positions; that is outside this model.

**Q.** What do you want to know about it?

**A.** The average of the Green function $G(z)=(z-H)^{-1}$ over all occupations, for complex energy $z$ with $\operatorname{Im}z>0$. Its site-diagonal element gives the density of states per site, $-\operatorname{Im}\langle G_{ii}\rangle/\pi$, as $z$ approaches the real axis from above.

For the clean lattice with all levels zero, the site-diagonal element is

$$F_0(z)=\frac1N\sum_{\mathbf k}\frac{1}{z-\varepsilon_{\mathbf k}},\qquad \varepsilon_{\mathbf k}=-2t(\cos k_xa+\cos k_ya+\cos k_za).$$

The averaged crystal has the full lattice symmetry, so I try to represent it by a uniform medium in which each site has the same complex, energy-dependent level $S(z)$. The propagator of the medium is $g=(z-S-H_0)^{-1}$. Since $S$ merely shifts the energy, its site-diagonal element is

$$F=F_0(z-S).$$

**Q.** A complex level is not a Hamiltonian. Where do the electrons go?

**A.** Nowhere. The average of many waves with different phases decays even though each wave keeps its norm. A negative $\operatorname{Im}S$ describes that loss of coherence with the incoming wave.

**Q.** Then what fixes $S$?

**A.** Write the real crystal as the medium plus a perturbation, $V=\sum_i v_i|i\rangle\langle i|$ with $v_i=\varepsilon_i-S$. From $(g^{-1}-V)G=1$ we get $G=g+gVG$, and hence

$$G=g+g\mathcal T g,\qquad \mathcal T=V+Vg\mathcal T .$$

The medium is not random, so averaging gives $\langle G\rangle=g+g\langle\mathcal T\rangle g$. The medium reproduces the averaged crystal if $\langle\mathcal T\rangle=0$. In general no site-diagonal $S$ can achieve this, so an approximation is needed.

Consider one site first. An electron can hit the site, return to it through the medium with amplitude $F$, and hit it again. The total amplitude $T_i$ obeys $T_i=v_i+v_iFT_i$, so

$$T_i=\frac{v_i}{1-v_iF}.$$

No series has to converge here; this is the solution of a linear equation.

**Q.** It could still have a zero denominator.

**A.** Not for $\operatorname{Im}z>0$ and $\operatorname{Im}S\le0$. Put $w=z-S$, so that $\operatorname{Im}w>0$, and let an overbar denote the average over $\mathbf k$. Then

$$-\operatorname{Im}F=\operatorname{Im}w\;\overline{\left|\frac1{w-\varepsilon_{\mathbf k}}\right|^2}\ \ge\ \operatorname{Im}w\,|F|^2,$$

because the mean of a squared modulus is at least the squared modulus of the mean. Dividing by $|F|^2$ gives $\operatorname{Im}(1/F)\ge\operatorname{Im}z-\operatorname{Im}S$. This exceeds $-\operatorname{Im}S=\operatorname{Im}v_i$, so $1/F$ cannot equal $v_i$.

**Q.** You have treated one site. The crystal has many, and they scatter into each other.

**A.** Split $\mathcal T$ by the site hit last: $\mathcal T=\sum_iQ_i$ with $Q_i=V_i(1+g\mathcal T)$ and $V_i=v_i|i\rangle\langle i|$. Move the part of $\mathcal T$ that belongs to site $i$ to the left:

$$(1-V_ig)Q_i=V_i\Big(1+g\sum_{j\ne i}Q_j\Big).$$

Multiplying by $(1-V_ig)^{-1}$ turns $V_i$ into the complete single-site amplitude:

$$Q_i=|i\rangle T_i\langle i|\Big(1+g\sum_{j\neq i}Q_j\Big).$$

So far nothing is approximate. The approximation is to average the two factors separately:

$$\langle Q_i\rangle\approx|i\rangle\langle T_i\rangle\langle i|\Big(1+g\sum_{j\ne i}\langle Q_j\rangle\Big).$$

If $\langle T_i\rangle=0$, every $\langle Q_i\rangle$ vanishes, and so does $\langle\mathcal T\rangle$. The condition on the medium is therefore

$$(1-x)T_A+xT_B=0 .$$

**Q.** That hides $S$ in two denominators and in $F$. Is there a usable equation?

**A.** Set $v_A=\varepsilon_A-S$ and $v_B=\varepsilon_B-S$, and multiply by $(1-v_AF)(1-v_BF)$, which we have shown is not zero:

$$(1-x)v_A(1-v_BF)+xv_B(1-v_AF)=0.$$

The terms with $F$ have weights $1-x$ and $x$ on the same product, so they add to $-v_Av_BF$. The other terms add to $(1-x)\varepsilon_A+x\varepsilon_B-S$. Hence

$$\boxed{S=(1-x)\varepsilon_A+x\varepsilon_B-(\varepsilon_A-S)\,F_0(z-S)\,(\varepsilon_B-S)}$$

This is the coherent-potential equation. The first two terms are the average level, which alone would give the virtual crystal. The last term is the correction from repeated scattering on one site.

**Q.** $F_0$ depends on $S$, so there may be several roots. Which do you take?

**A.** One with $\operatorname{Im}S\le0$, as a decaying average wave requires. It can be approached by iteration. For a trial $S$ the average amplitude $\langle T\rangle$ is not zero. A uniform correction $\delta$ with the same single-site amplitude satisfies $\delta/(1-\delta F)=\langle T\rangle$, so

$$\delta=\frac{\langle T\rangle}{1+\langle T\rangle F}.$$

Adding half of $\delta$ at each step damps oscillations. At a fixed point $\delta=0$, and therefore $\langle T\rangle=0$. I have not proved that this root is unique for every composition.

**Q.** Show me one solution that I can check by hand.

**A.** Take $\varepsilon_A=0$, $D=1.5$ eV, $x=0.3$, $t=1$ eV and $z=-5+0.5i$ eV. The solution is $S=0.3551-0.0273i$ eV, with $F=-0.2289-0.0791i$ eV$^{-1}$. The average level is $0.3\times1.5=0.45$ eV. Since $\varepsilon_A-S=-S$, the last term is $+SF(D-S)$. We have

$$S(D-S)=(0.3551-0.0273i)(1.1449+0.0273i)=0.4073-0.0216i\ \text{eV}^2,$$

and multiplication by $F$ gives $-0.0949-0.0273i$ eV. Adding 0.45 eV returns $0.3551-0.0273i$ eV.

**Q.** Now the dilute limit. Put a few B cations into A. What does your equation say?

**A.** Let $\sigma=S-\varepsilon_A$. Then $\varepsilon_A-S=-\sigma$ and $\varepsilon_B-S=D-\sigma$, so the equation becomes

$$\sigma=xD+\sigma F(D-\sigma),\qquad F=F_0(z-\varepsilon_A-\sigma).$$

At $x=0$ it reads $\sigma\,[1-(D-\sigma)F]=0$. The bracket is the denominator of $T_B$, which cannot vanish, so $\sigma=0$. On the branch that starts there, $\sigma$ is of order $x$. To first order $\sigma^2$ may be dropped and $F$ taken at $\sigma=0$:

$$S=\varepsilon_A+\frac{xD}{1-DF_0(z-\varepsilon_A)}+O(x^2).$$

The coefficient of $x$ is the complete scattering amplitude of one B cation in pure A.

**Q.** And a few A cations in B? The equation looks symmetric, but signs can go wrong.

**A.** Let $y=1-x$ and $\eta=S-\varepsilon_B$. The average level is $\varepsilon_B-yD$, while $\varepsilon_A-S=-(D+\eta)$ and $\varepsilon_B-S=-\eta$. The two minus signs cancel in the product, and the minus sign in front of it remains:

$$\eta=-yD-(D+\eta)F\eta .$$

To first order, $\eta\,[1+DF_0(z-\varepsilon_B)]=-yD$, and therefore

$$S=\varepsilon_B-\frac{(1-x)D}{1+DF_0(z-\varepsilon_B)}+O\big((1-x)^2\big).$$

This is the first limit with the two species exchanged and $D\to-D$, as it should be.

For the same $z$, $F_0(z)=-0.2367-0.0986i$ and $F_0(z-D)=-0.1873-0.0263i$ eV$^{-1}$. The two coefficients are

$$\frac{1.5}{1.3550+0.1479i}=1.094-0.119i\ \text{eV},\qquad \frac{-1.5}{0.7191-0.0395i}=-2.080-0.114i\ \text{eV}.$$

Solving the full equation with a minority fraction of 0.001, and dividing the shift of $S$ by that fraction, gives $1.094-0.119i$ and $-2.079-0.114i$ eV.

**Q.** You have shown that your approximation has these limits. You have not shown that the crystal has them.

**A.** Take a finite crystal of $N$ sites. To first order in $x$, only occupations with no B or one B contribute. Let $G_A$ be the Green function of pure A and $G^{(i)}$ that with one B at site $i$. Then

$$\langle G\rangle=(1-x)^NG_A+x(1-x)^{N-1}\sum_iG^{(i)}+O(x^2)=G_A+x\sum_i\big(G^{(i)}-G_A\big)+O(x^2).$$

A single B in A scatters with amplitude $T=D/[1-DF_0(z-\varepsilon_A)]$, so $G^{(i)}-G_A=G_A|i\rangle T\langle i|G_A$. Because $\sum_i|i\rangle\langle i|=1$,

$$\langle G\rangle=G_A+xT\,G_A^2+O(x^2),\qquad \langle G\rangle^{-1}=G_A^{-1}-xT+O(x^2).$$

The exact self-energy is defined by $\langle G\rangle^{-1}=z-H_0-\Sigma$, so $\Sigma=\varepsilon_A+xT+O(x^2)$. This agrees with the medium at first order. The size of the crystal enters the coefficient of $x$ through $F_0$ alone. Exchanging the species gives the other end.

**Q.** What, then, did the separate averaging throw away?

**A.** Expand $\mathcal T$ in sequences of single-site amplitudes in which neighbouring sites of the sequence differ. I assume that $\operatorname{Im}z$ is large enough for this expansion to converge. A site that appears once in a sequence contributes $\langle T_i\rangle=0$, so every site must appear at least twice. The shortest surviving sequence is $i,j,i,j$, with the value

$$\langle T_i^2\rangle\langle T_j^2\rangle\,g_{ij}^3 .$$

The electron bounces repeatedly between two particular cations. For small $D$, $\langle T^2\rangle\approx x(1-x)D^2$, so the error starts at order $D^4$.

For small $x$, the condition on the medium gives $T_A=-xT_B/(1-x)$, which is of order $x$. Every average $\langle T^n\rangle$ with $n\ge2$ is then of order $x$. At least two distinct sites are needed, so the error starts at order $x^2$.

**Q.** Can those powers be seen in a case with no approximation at all?

**A.** A ring of eight sites has 256 occupations, and all of them can be summed. With $t=1$ eV and $z=-1.5+0.8i$ eV, take as the error the largest matrix element of the difference between the exact self-energy and $S$. At $D=1.5$ eV, doubling $x$ from 0.005 to 0.01 multiplies the error by 3.98, against 4 for a square law. At $x=0.3$, doubling $D$ from 0.05 to 0.1 eV multiplies it by 15.5, against 16 for a fourth-power law.

## Second half: where the limits fail, the band edge, and an oxide-like alloy

**Q.** Remind me what we may use from here on.

**A.** The levels are $\varepsilon_A=0$ and $\varepsilon_B=D$, with B fraction $x$ and hopping $-t$ on a simple cubic lattice of spacing $a$. The clean site-diagonal Green function is $F_0$, and $F=F_0(z-S)$ is that of the medium. The coherent-potential equation is

$$S=xD+SF(D-S).$$

At fixed complex $z$ its dilute limits are $S=xD/[1-DF_0(z)]$ for few B, and $S=D-(1-x)D/[1+DF_0(z-D)]$ for few A. The medium omits repeated scattering among groups of sites.

**Q.** You insist on complex $z$. Spectra are measured at real energies. Does the dilute limit survive there?

**A.** Not near a bound level of a single impurity. Such a level lies outside the clean band at the energy $E_b$ where $1=DF_0(E_b)$, and there the first-order coefficient diverges. Write the equation as $S\,[1-(D-S)F]=xD$ and expand $F=F_0(E_b-S)\approx 1/D-F_0'S$, where $F_0'$ is the derivative at $E_b$:

$$1-DF+SF\approx1-1+DF_0'S+\frac SD=S\Big(DF_0'+\frac1D\Big).$$

Therefore

$$S^2=\frac{xD^2}{1+D^2F_0'} .$$

**Q.** Is the right side positive or negative? It decides everything.

**A.** Negative. We have $-F_0'=\overline{(E_b-\varepsilon_{\mathbf k})^{-2}}$, which exceeds the squared mean $F_0^2=1/D^2$ because the band has a finite width. So $1+D^2F_0'<0$, and the decaying root is

$$S=-i|D|\sqrt{\frac{x}{D^2|F_0'|-1}} .$$

The self-energy grows as $\sqrt x$ and is imaginary: in the medium, the bound level has broadened into an impurity band. This width is a property of the medium and not of a very dilute random crystal. There the impurities are many spacings apart, their bound waves hardly overlap, and nearly all the levels stay at $E_b$. The medium misses this because it replaces the individual distances between impurities by an average.

For $D=-6$ eV and $t=1$ eV the level lies at $-7.104$ eV. With $x=10^{-6}$, both the full equation and the square-root law give $|S|=0.0111$ eV. The average level $x|D|$ is $6\times10^{-6}$ eV, more than a thousand times smaller.

Close to $E_b$, the first-order formula requires $x\,|1+D^2F_0'|\ll|1-DF_0(z)|^2$. This follows from comparing the linear and quadratic terms in $S$.

**Q.** Does your alloy with $D=1.5$ eV have such a level?

So far the coherent-potential equation has been derived, and its dilute limits have been shown to agree with the exact crystal to first order at complex energy but to fail near the bound level of a single impurity. It remains to answer whether the alloy with $D=1.5$ eV has such a level, to find its band edge, and to compare the model with a real oxide film.

Numerical values quoted here were computed with a short program.
